# Empty-core potential: Fourier transform and core radius for sodium: test program

```python
"""Empty-core potential: V(r)=0 for r<rc and V(r)=-Z/r for r>rc.
Result under test: its Fourier transform is -4 pi Z cos(q rc)/q^2, whose
first zero is q0=pi/(2 rc); a valence s level determines rc uniquely.
Z: ion charge, rc: core radius, q: wave number, mu: damping constant.
Hartree atomic units. The sodium level comes from Hartree-Fock theory.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(12)


def integrate(function, start, stop, panels):
    """Composite Gauss-Legendre quadrature."""
    edges = np.linspace(start, stop, panels + 1)
    half = 0.5 * np.diff(edges)
    middle = 0.5 * (edges[1:] + edges[:-1])
    points = middle[:, None] + half[:, None] * GAUSS_X
    return float(np.sum(half[:, None] * GAUSS_W * function(points)))


def transform(q, charge, rc):
    return -4 * np.pi * charge * np.cos(q * rc) / q**2


def damped_transform(q, charge, rc, mu):
    bracket = q * np.cos(q * rc) + mu * np.sin(q * rc)
    return (-4 * np.pi * charge / q * np.exp(-mu * rc)
            * bracket / (q**2 + mu**2))


def damped_quadrature(q, charge, rc, mu):
    """Radial Fourier integral of V(r) exp(-mu r), from the definition."""
    stop = rc + 40 / mu
    value = integrate(lambda r: np.sin(q * r) * np.exp(-mu * r),
                      rc, stop, int(stop) + 1)
    return -4 * np.pi * charge / q * value


def extrapolated_quadrature(q, charge, rc, mu=0.01):
    """Remove the linear and quadratic dependence on mu."""
    return (8 * damped_quadrature(q, charge, rc, mu)
            - 6 * damped_quadrature(q, charge, rc, 2 * mu)
            + damped_quadrature(q, charge, rc, 4 * mu)) / 3


def outer_solution(energy, charge, r_far=45.0, r_near=0.1):
    """Decaying s solution in -Z/r, integrated inward from its series."""
    kappa = np.sqrt(-2 * energy)
    nu = charge / kappa
    coefficient, value, slope = 1.0, 0.0, 0.0
    for k in range(12):
        term = coefficient * r_far**(-k)
        value += term
        slope += term * ((nu - k) / r_far - kappa)
        coefficient *= -(nu - k) * (nu - k - 1) / (2 * kappa * (k + 1))

    def equation(r, y):
        return [y[1], (kappa**2 - 2 * charge / r) * y[0]]

    solution = solve_ivp(equation, (r_far, r_near), [value, slope],
                         method="DOP853", rtol=1e-11, atol=1e-12,
                         dense_output=True)
    assert solution.success
    return kappa, solution.sol


def matching_function(energy, charge):
    kappa, outer = outer_solution(energy, charge)

    def mismatch(rc):
        u, du = outer(rc)
        return du * np.sinh(kappa * rc) - kappa * np.cosh(kappa * rc) * u

    return mismatch


def radius_from_level(energy, charge=1.0):
    return brentq(matching_function(energy, charge), 0.2, 8.0, xtol=1e-11)


def grid_level(step, core_nodes, ell, charge=1.0, r_max=50.0):
    """Lowest radial level by finite differences; rc=core_nodes*step."""
    index = np.arange(1, int(r_max / step))
    r = index * step
    # At the jump the grid uses the mean of the two one-sided values.
    outside = np.where(index > core_nodes, 1.0,
                       np.where(index == core_nodes, 0.5, 0.0))
    diagonal = (1 / step**2 - charge * outside / r
                + ell * (ell + 1) / (2 * r**2))
    off_diagonal = np.full(len(r) - 1, -0.5 / step**2)
    energy, vector = eigh_tridiagonal(diagonal, off_diagonal,
                                      select="i", select_range=(0, 0))
    return energy[0], vector[:, 0] / np.sqrt(step)


def sodium_basis(ratio, number_s, number_p):
    shells = [[0, [0.01 * ratio**k, 1.0]] for k in range(number_s)]
    shells += [[1, [0.01 * ratio**k, 1.0]] for k in range(number_p)]
    return {"Na": shells}


def sodium_ion(basis):
    molecule = gto.M(atom="Na 0 0 0", charge=1, spin=0, basis=basis,
                     verbose=0)
    field = scf.RHF(molecule)
    field.conv_tol = 1e-10
    field.kernel()
    assert field.converged
    return field


# Hartree-Fock levels of one electron outside the frozen Na+ core.
small_ion = sodium_ion(sodium_basis(2.4, 20, 13))
large_basis = sodium_basis(2.0, 25, 16)
ion = sodium_ion(large_basis)
level_3s = ion.mo_energy[5]
level_3p = np.mean(ion.mo_energy[6:9])
basis_change = level_3s - small_ion.mo_energy[5]
assert abs(basis_change) < 1e-4
assert np.ptp(ion.mo_energy[6:9]) < 1e-6
assert level_3p - level_3s > 0.01

neutral = gto.M(atom="Na 0 0 0", charge=0, spin=1, basis=large_basis,
                verbose=0)
atom = scf.UHF(neutral)
atom.conv_tol = 1e-10
atom.kernel()
assert atom.converged
attachment = atom.e_tot - ion.e_tot
relaxation = level_3s - attachment
assert -1e-7 < relaxation < 2e-3

# Core radius, its uniqueness, and an independent diagonalization.
Z = 1.0
assert -Z**2 / 2 < level_3s < -Z**2 / 8
rc = radius_from_level(level_3s, Z)
mismatch = matching_function(level_3s, Z)
scan = np.array([mismatch(r) for r in np.linspace(0.12, 12, 400)])
sign_changes = int(np.sum(scan[1:] * scan[:-1] < 0))
assert sign_changes == 1

hydrogen_s, _ = grid_level(0.01, 0, 0)
hydrogen_p, _ = grid_level(0.01, 0, 1)
assert abs(hydrogen_s + 0.5) < 1e-4
assert abs(hydrogen_p + 0.125) < 1e-4

nodes = 200
grid_s, grid_u = grid_level(rc / nodes, nodes, 0, Z)
assert abs(grid_s - level_3s) < 1e-5
grid_p, _ = grid_level(rc / nodes, nodes, 1, Z)
coarse_p, _ = grid_level(2 * rc / nodes, nodes // 2, 1, Z)
model_p = (4 * grid_p - coarse_p) / 3
assert abs(grid_p - coarse_p) < 2e-5

# Derivative of the level with respect to the core radius.
u_at_rc = abs(grid_u[nodes - 1])
slope_formula = Z * u_at_rc**2 / rc
delta = 5e-4
slope_numeric = 2 * delta / (radius_from_level(level_3s + delta, Z)
                             - radius_from_level(level_3s - delta, Z))
assert abs(slope_formula / slope_numeric - 1) < 1e-3

# Damped transform for several charges, radii and wave numbers.
for charge, radius in ((Z, rc), (2.0, 1.1)):
    for q in (0.4, 1.0, 2.3):
        for mu in (0.2, 0.05):
            direct = damped_quadrature(q, charge, radius, mu)
            formula = damped_transform(q, charge, radius, mu)
            assert abs(direct - formula) < 1e-8

# Undamped transform tested by integration against a Gaussian.
for charge, radius, width in ((Z, rc, 0.3), (2.0, 1.1, 0.7)):
    real_side = -4 * np.pi * charge * integrate(
        lambda r: r * np.exp(-width * r**2), radius, radius + 15, 100)
    wave_side = integrate(
        lambda q: q**2 * transform(q, charge, radius)
        * (np.pi / width)**1.5 * np.exp(-q**2 / (4 * width)),
        0, 16 * np.sqrt(width), 100) / (2 * np.pi**2)
    assert abs(real_side - wave_side) < 1e-9

# First zero located without using the closed formula for the transform.
q0 = np.pi / (2 * rc)
q0_numeric = brentq(lambda q: extrapolated_quadrature(q, Z, rc),
                    0.7 * q0, 1.3 * q0, xtol=1e-9)
assert abs(q0_numeric - q0) < 1e-4
for q in np.linspace(0.3, 0.98 * q0, 12):
    assert extrapolated_quadrature(q, Z, rc) < 0

# Non-Coulomb constant at small q, from the removed part of the well.
q_small = 0.01
removed = 4 * np.pi * Z / q_small * integrate(
    lambda r: np.sin(q_small * r), 0, rc, 10)
constant = 2 * np.pi * Z * rc**2
assert abs(removed / constant - 1) < 1e-4
assert abs(transform(q_small, Z, rc) + 4 * np.pi * Z / q_small**2
           - removed) < 1e-6

# Sensitivity to a rough measured level, used only as a comparison.
rough_level = -0.19
rough_rc = radius_from_level(rough_level, Z)
assert rough_rc < rc

print(f"Ion charge Z = {Z:.0f}")
print(f"HF energy of Na+ = {ion.e_tot:.5f} hartree")
print(f"UHF energy of Na = {atom.e_tot:.5f} hartree")
print(f"Frozen-core 3s level = {level_3s:.6f} hartree")
print(f"Same level = {level_3s * HARTREE_EV:.3f} eV")
print(f"Change of 3s level between bases = {basis_change:.1e} hartree")
print(f"Core relaxation energy = {relaxation:.1e} hartree")
kappa = np.sqrt(-2 * level_3s)
print(f"Decay constant kappa = {kappa:.5f} 1/bohr")
print(f"Exponent nu = Z/kappa = {Z / kappa:.5f}")
print(f"Core radius rc = {rc:.5f} bohr")
print(f"Core radius rc = {rc * BOHR_ANGSTROM:.4f} angstrom")
print(f"Solutions for rc in scan from 0.12 to 12 bohr: {sign_changes}")
print(f"3s level from grid diagonalization = {grid_s:.6f} hartree")
print(f"u(rc), normalized = {u_at_rc:.5f} bohr^(-1/2)")
print(f"dE/drc, formula = {slope_formula:.6f} hartree/bohr")
print(f"dE/drc, numerical = {slope_numeric:.6f} hartree/bohr")
print(f"First zero q0 = pi/(2 rc) = {q0:.5f} 1/bohr")
print(f"First zero by quadrature = {q0_numeric:.5f} 1/bohr")
print(f"First zero q0 = {q0 / BOHR_ANGSTROM:.4f} 1/angstrom")
print(f"Small-q constant 2 pi Z rc^2 = {constant:.4f} hartree bohr^3")
print("Damped transform at q = 1 1/bohr, by quadrature:")
for mu in (0.2, 0.05, 0.0125):
    value = damped_quadrature(1.0, Z, rc, mu)
    print(f"  mu = {mu:.4f} 1/bohr: {value:.5f} hartree bohr^3")
print("Undamped transform V(q):")
for q in (0.5, 1.0, 1.5, 2.0):
    value = transform(q, Z, rc)
    print(f"  q = {q:.1f} 1/bohr: {value:.5f} hartree bohr^3")
print(f"HF frozen-core 3p level = {level_3p:.6f} hartree")
print(f"Model lowest p level, same rc = {model_p:.6f} hartree")
print(f"Model minus HF p level = {model_p - level_3p:.6f} hartree")
print(f"Rough measured 3s level = {rough_level:.2f} hartree")
print(f"rc from rough level = {rough_rc:.2f} bohr")
print(f"q0 from rough level = {np.pi / (2 * rough_rc):.2f} 1/bohr")
print("PASS")
```

Running it gives:

```
Ion charge Z = 1
HF energy of Na+ = -161.67668 hartree
UHF energy of Na = -161.85867 hartree
Frozen-core 3s level = -0.181802 hartree
Same level = -4.947 eV
Change of 3s level between bases = -1.2e-06 hartree
Core relaxation energy = 1.9e-04 hartree
Decay constant kappa = 0.60300 1/bohr
Exponent nu = Z/kappa = 1.65839
Core radius rc = 1.97054 bohr
Core radius rc = 1.0428 angstrom
Solutions for rc in scan from 0.12 to 12 bohr: 1
3s level from grid diagonalization = -0.181802 hartree
u(rc), normalized = 0.34730 bohr^(-1/2)
dE/drc, formula = 0.061210 hartree/bohr
dE/drc, numerical = 0.061210 hartree/bohr
First zero q0 = pi/(2 rc) = 0.79714 1/bohr
First zero by quadrature = 0.79714 1/bohr
First zero q0 = 1.5064 1/angstrom
Small-q constant 2 pi Z rc^2 = 24.3979 hartree bohr^3
Damped transform at q = 1 1/bohr, by quadrature:
  mu = 0.2000 1/bohr: 1.66983 hartree bohr^3
  mu = 0.0500 1/bohr: 3.89754 hartree bohr^3
  mu = 0.0125 1/bohr: 4.62975 hartree bohr^3
Undamped transform V(q):
  q = 0.5 1/bohr: -27.77856 hartree bohr^3
  q = 1.0 1/bohr: 4.89064 hartree bohr^3
  q = 1.5 1/bohr: 5.48895 hartree bohr^3
  q = 2.0 1/bohr: 2.18991 hartree bohr^3
HF frozen-core 3p level = -0.109438 hartree
Model lowest p level, same rc = -0.109857 hartree
Model minus HF p level = -0.000419 hartree
Rough measured 3s level = -0.19 hartree
rc from rough level = 1.84 bohr
q0 from rough level = 0.85 1/bohr
PASS
```
